# Most probable switching voltage of a memory cell under a voltage ramp, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ramp law and the distribution behind it

### What dimensions and symmetry already fix

A resistive memory cell is held at a constant voltage \(V\) and switches after a random time whose mean is

\[
\tau(V)=\tau_0\,e^{-V/V_0}.
\]

Here \(V_0>0\) is the voltage that shortens the mean time by a factor \(e\), and \(\tau_0\) is the mean time found by extending the law to zero voltage. Now let the voltage rise steadily, \(V=rt\), with ramp rate \(r>0\). At which voltage is the cell most likely to switch?

The problem contains three quantities: \(V_0\) in volts, \(\tau_0\) in seconds and \(r\) in volts per second. Their one independent dimensionless combination is \(r\tau_0/V_0\). Any characteristic switching voltage \(V_c\) (the most probable value, the mean or the median) must therefore have the form

\[
V_c=V_0\,F\!\left(\frac{r\tau_0}{V_0}\right).
\]

A symmetry fixes \(F\) up to a constant. Replace \(\tau_0\) by \(\tau_0e^{c/V_0}\). The new switching time is

\[
\tau_0e^{c/V_0}e^{-V/V_0}=\tau_0e^{-(V-c)/V_0}=\tau(V-c),
\]

which is the old law moved up by \(c\) on the voltage axis. If the ramp starts so far below the switching region that its starting point does not matter, every characteristic voltage moves up by the same \(c\). With \(y=r\tau_0/V_0\) and \(s=c/V_0\), this reads

\[
F(ye^{s})=F(y)+s .
\]

Choose a fixed value \(y_0\) at which the starting point does not matter. With \(y=y_0e^s\), the relation gives \(F(y)=F(y_0)+\ln(y/y_0)\), that is, \(F(y)=\ln y+C\) with the constant \(C=F(y_0)-\ln y_0\). Hence

\[
V_c=V_0\left[\ln\frac{r\tau_0}{V_0}+C\right].
\]

The logarithm thus follows from the exponential law and the irrelevance of the starting point. What remains is to find \(C\) for the most probable voltage, and to see what happens when the starting point does matter.

### Assumptions

1. **No memory.** At constant voltage, the probability of switching in the next short interval \(dt\) is \(k\,dt\), however long the cell has already waited. The waiting time is then exponentially distributed with mean \(1/k\), so \(k(V)=1/\tau(V)=e^{V/V_0}/\tau_0\).
2. **Instant response.** During the ramp the rate at time \(t\) is \(k(V(t))\). Temperature and ionic configuration follow the voltage without delay.
3. **First event.** The ramp starts at \(V=0\) with the cell unswitched, and the first switching event is recorded. Switching back is ignored.
4. **One parameter pair.** \(V_0\) and \(\tau_0\) are the same in every repetition. The second half relaxes this for \(\tau_0\).

### Survival during the ramp

Let \(S(t)\) be the probability that the cell has not switched by time \(t\). To survive until \(t+dt\) it must survive until \(t\) and then not switch during \(dt\):

\[
S(t+dt)=S(t)\,[1-k(V(t))\,dt].
\]

Subtracting \(S(t)\) and dividing by \(dt\) gives

\[
\frac{dS}{dt}=-k(V(t))\,S .
\]

On the ramp \(dV=r\,dt\), so \(dS/dV=(dS/dt)/r\), and

\[
\frac{dS}{dV}=-\frac{k(V)}{r}\,S,\qquad S(0)=1 .
\]

Dividing by \(S\) and integrating from zero,

\[
S(V)=\exp\left[-\frac1r\int_0^V k(V')\,dV'\right].
\]

For the exponential law the integral is

\[
\frac{1}{r\tau_0}\int_0^V e^{V'/V_0}dV'
=\frac{V_0}{r\tau_0}\left(e^{V/V_0}-1\right).
\]

It is convenient to define

\[
a=\frac{V_0}{r\tau_0},
\]

so that

\[
S(V)=\exp\left[-a\left(e^{V/V_0}-1\right)\right].
\]

The number \(a\) compares two times. The ramp needs \(V_0/r\) to climb by one \(V_0\), and the cell needs \(\tau_0\) on average to switch at zero voltage. A small \(a\) means that the cell has little chance of switching before the voltage has accelerated it.

### The peak of the density

The probability of switching between \(V\) and \(V+dV\) is \(p(V)\,dV\), with

\[
p(V)=-\frac{dS}{dV}=\frac{k(V)}{r}\,S(V).
\]

The first factor grows with voltage because each remaining cell switches faster. The second falls because fewer cells remain. "Most probable switching voltage" means the voltage \(V^*\) at which this density per volt is largest.

The logarithm has its maximum at the same place and is easier to differentiate:

\[
\ln p=\ln k-\ln r-\frac1r\int_0^Vk\,dV',
\qquad
\frac{d\ln p}{dV}=\frac{k'}{k}-\frac{k}{r}.
\]

A prime means \(d/dV\). For the exponential law \(k'=k/V_0\), so \(k'/k=1/V_0\), and an interior maximum requires

\[
k(V^*)=\frac{r}{V_0}.
\]

Inserting \(k=e^{V/V_0}/\tau_0\) gives \(e^{V^*/V_0}=r\tau_0/V_0\), and therefore

\[
\boxed{V^*=V_0\ln\frac{r\tau_0}{V_0}},\qquad r\tau_0>V_0 .
\]

The constant \(C\) of the symmetry argument is zero for the peak. To see that this is a maximum, differentiate once more. The term \(1/V_0\) is constant, so

\[
\frac{d^2\ln p}{dV^2}=-\frac{k'}{r}<0 .
\]

The slope of \(\ln p\) falls steadily with voltage. It can vanish at most once, and where it does, \(p\) is largest.

### When the ramp is too slow

At the start of the ramp \(k(0)=1/\tau_0\), so

\[
\left.\frac{d\ln p}{dV}\right|_{V=0}=\frac1{V_0}-\frac1{r\tau_0}=\frac{1-a}{V_0}.
\]

If \(a<1\), the density first rises and the interior peak exists. If \(a\ge1\), the slope is zero or negative at the start and negative afterwards, so the largest density is at \(V=0\). The logarithmic formula gives zero at \(a=1\), in agreement with this, but for \(a>1\) it gives a negative voltage, which the ramp does not visit. The crossover rate is \(r=V_0/\tau_0\). Well below it, most cells switch before the ramp has changed their rate appreciably.

### Meaning of the peak condition

In terms of the mean switching time, the peak condition is

\[
\tau(V^*)=\frac{V_0}{r}.
\]

The cell is most likely to switch where its mean waiting time equals the time the ramp takes to climb by one \(V_0\). The relevant time is not the whole duration \(V^*/r\) of the ramp, because nearly all of the switching probability accumulates in the last few \(V_0\). This can be made precise. The accumulated exponent at voltage \(V\) is

\[
a\left(e^{V/V_0}-1\right)=k(V)\,\frac{V_0}{r}\left(1-e^{-V/V_0}\right),
\]

where \(a\,e^{V/V_0}=k(V)V_0/r\) has been used. A constant pulse of height \(V\) and length \(t_p\) gives the exponent \(k(V)t_p\). A ramp that ends at \(V\) therefore switches the same fraction of cells as a pulse at \(V\) of length

\[
t_p=\frac{V_0}{r}\left(1-e^{-V/V_0}\right),
\]

which is close to \(V_0/r\) once \(V\) exceeds several \(V_0\). Within the model, this converts ramp data into pulse data.

### The logarithmic rate law

Write \(V^*=V_0\ln r+V_0\ln(\tau_0/V_0)\). The second term does not contain \(r\), so

\[
\frac{dV^*}{d\ln r}=V_0,\qquad
V^*(10r)-V^*(r)=V_0\ln10 .
\]

The most probable voltage rises by \(2.303\,V_0\) per decade of ramp rate. In this model the result holds at every rate above the crossover, not merely far above it. The reason is visible in the peak condition: a tenfold faster ramp requires a tenfold larger rate \(k\) at the peak, and the exponential law supplies this factor over a fixed voltage interval.

The peak refers to a density per volt. Because \(V=rt\) is linear, the density per second peaks at the corresponding time \(V^*/r\). A nonlinear axis generally moves the peak. Per unit of \(\ln V\), for instance, the density is \(Vp(V)\), and its maximum satisfies

\[
\frac1V+\frac1{V_0}-\frac{k}{r}=0 .
\]

This requires a larger \(k\), and so a higher voltage, than before. A histogram with equal voltage bins is the one to compare with \(V^*\).

### Shape of the distribution

Measure voltage from the peak in units of \(V_0\):

\[
x=\frac{V-V^*}{V_0}.
\]

Since \(e^{V^*/V_0}=1/a\), we have \(a\,e^{V/V_0}=e^x\), and

\[
S=\exp(a-e^x),\qquad p=\frac1{V_0}\exp(x+a-e^x).
\]

For \(a\ll1\) the \(a\) in the exponent may be dropped. The result is the Gumbel distribution for minima. Its shape contains neither \(r\) nor \(\tau_0\): a change of ramp rate moves the curve without deforming it, as the symmetry argument demands.

At the peak \(x=0\) and \(S(V^*)=e^{a-1}\). For small \(a\) a fraction \(1/e\), about 37 %, of the cells is still unswitched there. The peak is thus not the median. The median follows from \(S=1/2\):

\[
a\left(e^{V/V_0}-1\right)=\ln2
\quad\Rightarrow\quad
V_{1/2}=V_0\ln\left(1+\frac{\ln2}{a}\right).
\]

For small \(a\) this is \(V^*+V_0\ln(\ln2)\), which lies \(0.367\,V_0\) below the peak.

The two tails differ strongly. For small \(a\) and well below the peak, but still several \(V_0\) above the start, the switched fraction is

\[
1-S\simeq1-e^{-e^x}\simeq e^{x},
\]

which falls by one decade for each \(V_0\ln10\). Above the peak the unswitched fraction \(e^{-e^x}\) falls far more steeply. To leave no more than a fraction \(\varepsilon\) unswitched, the ramp must reach

\[
V_\varepsilon=V^*+V_0\ln\ln\frac1\varepsilon .
\]

Rare early events therefore extend much further from the peak than rare late ones.

### Mean and width

For a non-negative random voltage the mean is \(\int_0^\infty S\,dV\). This follows from \(\int_0^\infty Vp\,dV\) by parts, with \(p=-dS/dV\) and a boundary term \(VS\) that vanishes at both ends. Substitute \(u=a\,e^{V/V_0}\), so that \(dV=V_0\,du/u\) and \(V=0\) becomes \(u=a\):

\[
\langle V\rangle=V_0\,e^a\int_a^\infty\frac{e^{-u}}{u}\,du=V_0\,e^aE_1(a).
\]

The integral is the exponential integral \(E_1\). Integrating by parts, with \(1/u\) as the derivative of \(\ln u\),

\[
E_1(a)=-e^{-a}\ln a+\int_a^\infty e^{-u}\ln u\,du .
\]

As \(a\to0\) the last integral tends to \(\int_0^\infty e^{-u}\ln u\,du=-\gamma\), where \(\gamma=0.5772\) is Euler's constant. Since \(-V_0\ln a=V^*\),

\[
\langle V\rangle\simeq V^*-\gamma V_0,\qquad a\ll1 .
\]

The mean lies below the peak because of the long lower tail.

For the width, again at small \(a\), put \(u=e^x\). The survival probability is then \(e^{-u}\), so \(u\) is exponentially distributed with unit mean, and

\[
\langle e^{sx}\rangle=\int_0^\infty u^se^{-u}\,du=\Gamma(1+s).
\]

The variance of \(x\) is the second derivative of \(\ln\langle e^{sx}\rangle\) at \(s=0\). The product form of the gamma function gives

\[
\ln\Gamma(1+s)=-\gamma s+\sum_{n=1}^\infty\left[\frac sn-\ln\left(1+\frac sn\right)\right].
\]

Each term has second derivative \(1/n^2\) at \(s=0\), and \(\sum1/n^2=\pi^2/6\). Therefore

\[
\sigma_V=\frac{\pi}{\sqrt6}\,V_0\simeq1.283\,V_0 .
\]

In this model the same \(V_0\) sets the rate dependence and the random width.

### Comparison with deterministic accumulation

Suppose instead that switching is a gradual process without randomness, completed when \(\int dt/\tau(V(t))=1\). On the ramp this condition reads

\[
a\left(e^{V/V_0}-1\right)=1
\quad\Rightarrow\quad
V_{\rm acc}=V_0\ln\left(1+\frac1a\right).
\]

For small \(a\) this equals \(V^*\) up to a correction of about \(aV_0\), and it has the same logarithmic slope. A measured slope of the switching voltage cannot by itself distinguish random from deterministic switching. The spread of repeated measurements carries that information, provided other sources of spread are known.

## Second half: a hafnium-oxide cell and the limits of the law

### Symbols and results carried over

The mean switching time at constant voltage is \(\tau=\tau_0e^{-V/V_0}\), the rate is \(k=1/\tau\), and the ramp is \(V=rt\). With \(a=V_0/(r\tau_0)<1\), the switching-voltage density \(p=(k/r)S\) peaks at \(V^*=V_0\ln(r\tau_0/V_0)\), where \(k(V^*)=r/V_0\). The slope is \(V_0\ln10\) per decade of ramp rate. For \(a\ll1\), the mean is \(V^*-\gamma V_0\) and the standard deviation is \(\pi V_0/\sqrt6\). For any smooth rate law, an interior peak obeys \(k'/k=k/r\).

### Worked example

Consider the SET operation of a filamentary HfO\(_2\) cell, in which a broken conducting filament is restored and the resistance drops. Take the rough parameters \(V_0=40\) mV and \(\tau_0=10^5\) s at 300 K. The crossover rate is

\[
\frac{V_0}{\tau_0}=\frac{0.040\ \text{V}}{10^5\ \text{s}}=4\times10^{-7}\ \text{V/s}.
\]

At \(r=1\) V/s, \(a=4\times10^{-7}\), and

\[
V^*=0.040\,\ln\frac{10^5}{0.040}=0.040\times14.73=0.589\ \text{V}.
\]

The mean switching time at this voltage is \(V_0/r=40\) ms, although the ramp has by then lasted 0.589 s. The slope is \(40\times2.303=92.1\) mV per decade:

- 0.1 V/s: \(V^*=0.497\) V
- 1 V/s: \(V^*=0.589\) V
- 10 V/s: \(V^*=0.681\) V
- \(10^3\) V/s: \(V^*=0.866\) V
- \(10^5\) V/s: \(V^*=1.050\) V

Six decades of ramp rate change the switching voltage by little more than a factor of two. At 1 V/s the median is 0.575 V, the mean is 0.566 V and the standard deviation is 51 mV.

The tails show the asymmetry. One cell in a thousand has switched at \(6.9\,V_0\), or 276 mV, below the peak. One in a thousand remains unswitched at \(V_0\ln(6.9)\), or 77 mV, above it.

For the exponential law, the most probable switching voltage rises logarithmically with ramp rate, and the distribution around it has been derived and evaluated for a hafnium-oxide cell. What remains is to check the random process by simulation and to see how departures from the law, temperature, heating and cycle-to-cycle variation affect the result and the parameters extracted from it.
